\section*{What a 120 mV Tafel slope does not say about mechanism}

\section*{The slope and the coverage}

\textbf{Q.} My hydrogen electrode gives a straight Tafel line of 120 mV per decade. That is the slope of one electron transfer with a transfer coefficient of one half. The first electron transfer, the discharge of a proton onto a free site, must therefore be the limiting step.

\textbf{A.} Such a transfer does give that slope when its backward rate is negligible and the coverage of free sites is constant. Your conclusion about which transfer limits does not follow from the slope. Let $\eta>0$ be the cathodic overpotential, $j>0$ the cathodic current density and $f=F/RT$. Suppose that one electron transfer limits, that its backward rate is negligible, and that its reactant is a surface state of coverage $\theta_r$. With transfer coefficient $1/2$,
\begin{equation}
j=C\,\theta_r\,e^{f\eta/2},
\end{equation}
where $C$ does not depend on potential. The Tafel slope is $b=d\eta/d\log_{10}j$. Taking the logarithm and differentiating gives
\begin{equation}
\frac1b=\frac{1}{\ln 10}\left(\frac f2+\frac{d\ln\theta_r}{d\eta}\right).
\label{slope}
\end{equation}
If $\theta_r$ is constant, $b=2\ln10/f$. At 298.15 K, $1/f=25.693$ mV, so $b=2\times2.3026\times25.693=118.3$ mV per decade. This is your 120 mV, rounded.

Equation (\ref{slope}) contains no label saying whether the transfer is the first or the third. It asks whether the reactant coverage changes with potential. For proton discharge the reactant is a free site, and its coverage is constant on a nearly bare surface. For a later step the reactant is an adsorbed intermediate, and its coverage is constant on a surface nearly full of that intermediate.

\section*{Two steps, one curve}

\textbf{Q.} A full surface sounds like a special case. Can you show it in a complete mechanism, without assuming in advance which step limits?

\textbf{A.} Take the Volmer step, $\mathrm{H^+}+e^-+{*}\rightleftharpoons\mathrm{H}^*$, followed by the Heyrovsky step, $\mathrm{H}^*+\mathrm{H^+}+e^-\rightleftharpoons\mathrm{H_2}+{*}$. I assume Langmuir sites, fixed electrolyte composition and gas pressure, transfer coefficient $1/2$ in both steps, and no recombination of two adsorbed atoms. Write $\theta$ for the hydrogen coverage and $u=e^{f\eta/2}$. The net rates per site are
\begin{align}
v_1&=k_1u(1-\theta)-k_{-1}u^{-1}\theta,\label{v1}\\
v_2&=k_2u\,\theta-k_{-2}u^{-1}(1-\theta).\label{v2}
\end{align}
Both vanish at $\eta=0$, which requires $k_1k_2=k_{-1}k_{-2}$.

In the steady state $v_1=v_2$. Collecting the terms in $\theta$ gives
\begin{equation}
\theta=\frac{k_1u+k_{-2}u^{-1}}{S},\qquad
1-\theta=\frac{k_2u+k_{-1}u^{-1}}{S},
\end{equation}
with $S=(k_1+k_2)u+(k_{-1}+k_{-2})u^{-1}$. Inserting these in (\ref{v1}),
\begin{align}
v&=\frac{k_1u(k_2u+k_{-1}u^{-1})-k_{-1}u^{-1}(k_1u+k_{-2}u^{-1})}{S}\nonumber\\
&=\frac{k_1k_2u^2-k_{-1}k_{-2}u^{-2}}{S},
\label{vss}
\end{align}
because the two terms $k_1k_{-1}$ cancel. Each turnover passes two electrons, so $j=2F\Gamma v$, where $\Gamma$ is the number of moles of sites per area.

At high overpotential the terms in $u^{-1}$ and $u^{-2}$ drop out:
\begin{equation}
v\to\frac{k_1k_2}{k_1+k_2}\,e^{f\eta/2},\qquad
\theta\to\frac{k_1}{k_1+k_2}.
\label{high}
\end{equation}
The slope is 118 mV for any ratio $k_1/k_2$. The coverage need not be near zero or one; it has only to stop changing.

\textbf{Q.} Then which step is limiting in (\ref{high})?

\textbf{A.} Use the degree of rate control, $X_i=\partial\ln v/\partial\ln k_i$, taken with the equilibrium constant of step $i$ fixed. Multiply $k_1$ and $k_{-1}$ by a common factor $s$. The numerator of (\ref{vss}) is then proportional to $s$, and in $S$ the terms of step 1 are multiplied by $s$. Differentiating at $s=1$,
\begin{equation}
X_1=1-\frac{k_1u+k_{-1}u^{-1}}{S}=\frac{k_2u+k_{-2}u^{-1}}{S},
\qquad X_2=1-X_1.
\end{equation}
At high overpotential $X_1=k_2/(k_1+k_2)$. If $k_1\gg k_2$, the Heyrovsky step limits on a full surface. If $k_1\ll k_2$, the Volmer step limits on a bare one. With all four constants equal to 1 s$^{-1}$, the computed slope at 0.35 V is 118.3 mV and $X_1=X_2=0.500$: neither step is the limiting one.

\textbf{Q.} The high-overpotential line is ambiguous, I grant. But I also have data at low overpotential. A limiting Heyrovsky step should show 40 mV there before it bends to 120, and a limiting Volmer step should not.

\textbf{A.} In this model the bend does not decide it either. Exchange $k_1$ with $k_2$ and $k_{-1}$ with $k_{-2}$. The numerator of (\ref{vss}) is unchanged, and so is $S$. The entire steady curve is therefore the same, while $\theta$ becomes $1-\theta$ and $X_1$ changes places with $X_2$.

For numbers, take $\Gamma=2\times10^{-9}$ mol/cm$^2$ and case H with $k_1=1$, $k_2=0.01$, $k_{-1}=999$ and $k_{-2}=1.001\times10^{-5}$ s$^{-1}$. Case V has the constants exchanged.

\begin{center}
\begin{tabular}{ccccc}
$\eta$ (V) & $j$ (mA/cm$^2$) & $b$ (mV/dec) & $\theta_{\rm H}$ & $\theta_{\rm V}$\\
0.09 & 0.000715 & 40.3 & 0.032 & 0.968\\
0.20 & 0.133 & 74.7 & 0.701 & 0.299\\
0.35 & 3.47 & 118.0 & 0.989 & 0.011
\end{tabular}
\end{center}

The current and slope columns serve both cases. At these three potentials $X_2$ in case H and $X_1$ in case V are at least 0.99. One curve thus belongs to a Heyrovsky-limited surface and to a Volmer-limited one.

The last current can be checked by hand. At 0.35 V, $u=\exp[0.35/(2\times0.025693)]\approx908$. Equation (\ref{high}) gives $v\approx(0.01/1.01)\times908\approx8.99$ s$^{-1}$, and $2F\Gamma v\approx3.86\times10^{-4}\times8.99$ A/cm$^2$, or 3.47 mA/cm$^2$.

\textbf{Q.} How can a limiting Volmer step give 40 mV?

\textbf{A.} In case V the surface is nearly full at low overpotential, and the Volmer step needs a free site. The fast Heyrovsky step is close to equilibrium, so $k_2u\theta\approx k_{-2}u^{-1}(1-\theta)$. With $\theta\approx1$ this gives $1-\theta\approx(k_2/k_{-2})u^2$, which grows as $e^{f\eta}$. With the Heyrovsky step in equilibrium, the backward Volmer rate is $k_{-1}k_{-2}/(k_1k_2u^4)=u^{-4}$ times the forward one, about $10^{-3}$ at 0.09 V. The Volmer rate is then $k_1u(1-\theta)$, so
\begin{equation}
v\propto e^{3f\eta/2},\qquad b=\frac{2\ln10}{3f}=39.4\ \text{mV per decade}.
\end{equation}
In case H it is the adsorbed hydrogen that grows as $e^{f\eta}$, with the same result. The computed 40.3 mV lies slightly above this limit because the coverages have begun to level off.

\textbf{Q.} A steady curve discards the dynamics. Surely impedance or a potential step would separate the two cases.

\textbf{A.} Follow the symmetry in time. The coverage obeys $d\theta/dt=v_1-v_2$, and the faradaic current is $j=F\Gamma(v_1+v_2)$. Let primes denote the exchanged case, and put $\theta'=1-\theta$ in its rates:
\begin{align}
v_1'&=k_2u(1-\theta')-k_{-2}u^{-1}\theta'
=k_2u\theta-k_{-2}u^{-1}(1-\theta)=v_2,\\
v_2'&=k_1u\theta'-k_{-1}u^{-1}(1-\theta')
=k_1u(1-\theta)-k_{-1}u^{-1}\theta=v_1.
\end{align}
Hence $d\theta'/dt=v_2-v_1=-d\theta/dt$, as $\theta'=1-\theta$ demands. If the relation holds at the start, it persists, and $v_1'+v_2'=v_1+v_2$ for any course of the potential. One surface fills while the other empties, and both draw the same current.

This was tested with a 20 Hz oscillation of amplitude 0.05 V about 0.15 V. The two currents agree within $10^{-5}$ of their largest magnitude, 5.52 mA/cm$^2$. The largest steady current in that potential range is 0.133 mA/cm$^2$, so the test is far from a succession of steady states. Writing $j=F\Gamma(2v_2+d\theta/dt)$ for case H shows why. Here $v_2$ cannot exceed $k_2u$, which is about 0.49 s$^{-1}$ at 0.20 V and contributes at most about 0.19 mA/cm$^2$. Its backward term $k_{-2}u^{-1}$ is far smaller still. The rest comes from $d\theta/dt$, the filling and emptying of the adsorbed layer as the potential swings.

The identity was derived for equal transfer coefficients, Langmuir sites, fixed composition, and double-layer charging that is the same in both cases. The first two are not essential. If the coefficients differ, exchange them together with the constants, and the same substitution gives $v_1'=v_2$ and $v_2'=v_1$. A Frumkin interaction that multiplies the adsorbing terms by $e^{-g\theta/2}$ and the desorbing terms by $e^{g\theta/2}$ also survives: under $\theta\to1-\theta$ the two factors change places up to constants $e^{\pm g/2}$, which only rescale the exchanged rate constants. Composition must be looked at term by term. Proton activity multiplies $k_1$ and $k_2$ alike and keeps the symmetry. Hydrogen pressure multiplies only $k_{-2}$ and breaks it. The high-overpotential ambiguity does not require the constants to be exchanged. Equation (\ref{high}) was derived with a transfer coefficient of $1/2$ in both steps. Where one step limits and the coverage of its reactant is constant, however, (\ref{slope}) needs that coefficient only for the limiting step.

\section*{More than two electrons}

\textbf{Q.} Hydrogen evolution has two electron transfers. In a four-electron reaction a slow third transfer comes after two others, so I expect 24 mV, not 120.

\textbf{A.} You are counting electrons from the start of the mechanism. They must be counted from the state in which the surface rests. Let transfer $i$ carry state $i$ into state $i+1$, with the fourth returning to state 1. Let $k_i$ be its forward constant and $K_i$ its equilibrium constant, both at $\eta=0$. If the third transfer is slow, the first two are near equilibrium at low overpotential:
\begin{equation}
\theta_2=K_1e^{f\eta}\theta_1,\qquad
\theta_3=K_1K_2e^{2f\eta}\theta_1.
\end{equation}
While the surface rests in state 1 and the backward rate of the third transfer is negligible, $\theta_1\approx1$ and $v=k_3e^{f\eta/2}\theta_3\propto e^{5f\eta/2}$. The slope is $118.3/5=23.7$ mV, which is your expectation.

But $\theta_3$ cannot grow beyond one. At high overpotential, neglect the backward rates of all four transfers. The steady state then requires $v=k_ie^{f\eta/2}\theta_i$ for every $i$. Solve for $\theta_i$ and use $\sum_i\theta_i=1$:
\begin{equation}
v=\frac{e^{f\eta/2}}{\sum_j1/k_j},\qquad
\theta_i=\frac{1/k_i}{\sum_j1/k_j}.
\label{cycle}
\end{equation}
Differentiating $\ln v$ with respect to $\ln k_i$ gives $X_i=(1/k_i)/\sum_j(1/k_j)=\theta_i$. The surface waits in the state before the slow transfer, and the slope is 118 mV wherever that transfer stands.

With $k_i=1,1,0.001,1$ s$^{-1}$ and $K_i=0.001,0.001,1000,1000$, the slope is 23.9 mV at 0.08 V and 118.0 mV at 0.35 V. The third transfer limits at both potentials, with $X_3$ above 0.99. What changes is the coverage of its reactant, from $4.95\times10^{-4}$ to 0.996.

\textbf{Q.} Does this hold for any later step?

\textbf{A.} No. Insert an irreversible chemical step with a potential-independent constant $k_c$. Its reactant has coverage $v/k_c$, and the sum of coverages becomes
\begin{equation}
1=v\left(e^{-f\eta/2}\sum_j\frac1{k_j}+\frac1{k_c}\right).
\end{equation}
At high enough overpotential the second term wins, $v\to k_c$, and the current levels off. The 118 mV line then survives only while the electron-transfer term dominates.

\section*{Diffusion}

\textbf{Q.} At least transport is easy to exclude. Diffusion control gives a plateau, and I have a line.

\textbf{A.} An external film in front of the electrode does give a plateau. Diffusion inside a porous catalyst layer can give a line. Suppose a reactant A takes up one electron in a fast equilibrium, and the adsorbed product then reacts in a slow chemical step. At low coverage the adsorbed amount is proportional to $c\,e^{f\eta}$, where $c$ is the local concentration of A. The rate per volume is therefore $kc$ with $k=k_0e^{f\eta}$, and without diffusion the slope is $\ln10/f=59.2$ mV. The chemical step limits, not an electron transfer.

Let the layer occupy $0<y<L$, with a support at $y=0$ that A cannot cross and concentration $c_s$ at the outer face. I neglect ohmic drop, so $k$ is uniform. With effective diffusivity $D$,
\begin{equation}
D\frac{d^2c}{dy^2}=kc,\qquad \left.\frac{dc}{dy}\right|_{0}=0,\qquad c(L)=c_s.
\end{equation}
The solution is $c=c_s\cosh(\varphi y/L)/\cosh\varphi$, where $\varphi=L\sqrt{k/D}$. The current, for $n$ electrons per molecule, equals $nF$ times the flux entering at $y=L$:
\begin{equation}
j=nFD\left.\frac{dc}{dy}\right|_{L}=\frac{nFDc_s}{L}\,\varphi\tanh\varphi.
\label{layer}
\end{equation}
At fixed $c_s$,
\begin{equation}
\frac{d\ln j}{d\ln\varphi}=1+\frac{\varphi}{\sinh\varphi\cosh\varphi}
=1+\frac{2\varphi}{\sinh2\varphi}.
\end{equation}
Since $\varphi\propto e^{f\eta/2}$, $d\ln\varphi/d\eta=f/2$, and
\begin{equation}
b_{\rm layer}=\frac{2\ln10/f}{1+2\varphi/\sinh2\varphi}.
\end{equation}
For $\varphi\ll1$ the denominator is 2 and the slope is 59 mV. For $\varphi\gg1$ it is 1 and the slope is 118 mV. The reason is geometric: the rate constant grows as $e^{f\eta}$, but the reactant penetrates only a depth $\sqrt{D/k}$, which shrinks as $e^{-f\eta/2}$. Their product grows as $e^{f\eta/2}$.

\textbf{Q.} The reactant must still cross the external film. Would that not spoil the line?

\textbf{A.} It bends it, by an amount we can calculate. Let $c_b$ be the bulk concentration, $m$ the film's mass-transfer coefficient and $j_L=nFmc_b$. Let $j_{\rm layer}$ be (\ref{layer}) with $c_s=c_b$. The layer requires $j=j_{\rm layer}c_s/c_b$, and the film requires $j=j_L(1-c_s/c_b)$. Eliminating $c_s$,
\begin{equation}
\frac1j=\frac1{j_{\rm layer}}+\frac1{j_L}.
\end{equation}
Differentiation gives $d\ln j=(j/j_{\rm layer})\,d\ln j_{\rm layer}$, and $j/j_{\rm layer}=1-j/j_L$, so
\begin{equation}
b=\frac{b_{\rm layer}}{1-j/j_L}.
\label{film}
\end{equation}

Take $n=2$, $D=10^{-7}$ cm$^2$/s, $L=50$ $\mu$m, $c_b=10$ mM, $m=0.01$ cm/s and $k_0=10^{-5}$ s$^{-1}$. Then $j_L=19.30$ mA/cm$^2$. At 0.25 V, $\varphi=0.05\,e^{4.865}\approx6.5$ and $j/j_L=0.0128$, so $b=118.3/(1-0.0128)=119.8$ mV. A numerical solution of the diffusion equation gives the same slope.

Over 0.22--0.34 V, a straight-line fit to the numerical currents gives 121.4 mV over 0.99 decades, with a largest misfit of 0.70 mV. The local slope in fact rises from 117.9 to 127.2 mV, but such a small misfit would be easy to overlook.

\textbf{Q.} Could the film alone do this on a flat electrode?

\textbf{A.} Not as a line. With an intrinsic slope of 59.2 mV, (\ref{film}) gives 98.6, 118.3 and 147.9 mV at $j/j_L=0.4$, 0.5 and 0.6. The value 118 is passed at one current. Correcting for the film, $j_{\rm layer}=j/(1-j/j_L)$, restores 59 mV there. In the porous layer the same correction leaves the internal diffusion in place, and with it the 118 mV.

\section*{Telling the cases apart}

\textbf{Q.} What should I measure, then?

\textbf{A.} First vary the thickness of the layer, keeping its structure and site density per volume the same. For $\varphi\ll1$, $\varphi\tanh\varphi\approx\varphi^2$ and (\ref{layer}) becomes $j=nFc_skL$. For $\varphi\gg1$ it becomes $j=nFc_s\sqrt{kD}$, without $L$. In the example, the current of the full layer divided by that of a layer half as thick is 1.991 at 0.05 V and 1.000 at 0.28 V. A 118 mV current that does not grow with thickness points to internal diffusion, provided the external film and ohmic drop are small.

If the current does scale with thickness, diffusion across the layer is not the cause. Diffusion inside the grains that make up the layer still can be, because each added grain brings its own current. To test for it, vary the grain size at the same site density per volume. If that is excluded too, the line is kinetic, but the step is still unknown. For the two-step hydrogen model, measure the coverage by a method that counts adsorbed hydrogen itself, such as a calibrated vibrational signal. Do it on the 118 mV line, where backward rates are negligible and $\theta=X_2$. A nearly full surface then indicates the Heyrovsky step, and a nearly bare one the Volmer step. The signal must belong to the hydrogen that reacts. On platinum, underpotentially deposited hydrogen covers the surface before evolution begins, and counting it need not give the $\theta$ of this one-site model.

\textbf{Q.} Why not at low overpotential, where the current is easier to handle?

\textbf{A.} Because there the reading can be reversed. At 0.09 V, case H has a coverage of 0.032 although its Heyrovsky step limits, and case V has 0.968 although its Volmer step limits. The numerical output below lists both cases at the intermediate potentials as well. What does separate the cases on the 40 mV branch is the hydrogen pressure, varied at fixed electrode potential. In case V, $1-\theta\approx(k_2/k_{-2})u^2$ is inversely proportional to the pressure, so the current has an order near $-1$. In case H the pressure enters only the small backward rate of the limiting step, and the order is near zero. On the 118 mV line both orders vanish.

\textbf{Q.} So my 120 mV is compatible with a first electron transfer, but it does not select it.

\textbf{A.} Yes. If the line is kinetic, and the assumptions used here hold (Langmuir sites, limiting electron transfers with coefficient $1/2$), it says that the current grows as $e^{f\eta/2}$ from a surface whose composition has stopped changing. The slope does not say which transfer that surface is waiting for. In the two-step hydrogen model, the coverage measured on that line does. Without Langmuir sites even this reading can fail. Take a fast one-electron equilibrium $\theta e^{g\theta}/(1-\theta)=Ke^{f\eta}$ followed by a slow chemical step of rate proportional to $\theta e^{g\theta/2}$. Then $d\ln v/d(f\eta)=(1/\theta+g/2)/[1/(\theta(1-\theta))+g]$, which is $1/2$ at $\theta=1/2$ and stays near it over a range of coverage when $g$ is large. The slope is then close to 118 mV while the coverage changes and no electron transfer limits.

\section*{Computed values}
\begin{verbatim}
temperature 298.15 K; RT/F = 25.693 mV
slope, one transfer from constant coverage: 118.3 mV/dec
slope, one-electron pre-equilibrium: 59.2 mV/dec
site density 2.0e-09 mol/cm2
case H: k1=1, k2=0.01, k-1=999, k-2=1.001e-05 1/s
case V: constants of the two steps exchanged
eta(V) j_H j_V(mA/cm2) b_H b_V(mV/dec) th_H th_V X2_H X1_V
0.09 7.148e-04 7.148e-04 40.3 40.3 0.0322 0.9678 1.000 1.000
0.15 1.823e-02 1.823e-02 47.6 47.6 0.2550 0.7450 0.997 0.997
0.20 1.327e-01 1.327e-01 74.7 74.7 0.7014 0.2986 0.993 0.993
0.25 4.681e-01 4.681e-01 106.5 106.5 0.9351 0.0649 0.991 0.991
0.35 3.466e+00 3.466e+00 118.0 118.0 0.9889 0.0111 0.990 0.990
oscillation: 0.15 V +/- 0.05 V at 20 Hz
peak faradaic current 5.52 mA/cm2
largest steady current in that range 0.1327 mA/cm2
H and V transients agree within 1e-5 of peak: True
equal constants (1/s each), 0.35 V: b = 118.3 mV/dec, X1 = 0.500, X2 = 0.500
four-electron cycle: kf = 1, 1, 0.001, 1 1/s; K = 0.001, 0.001, 1000, 1000
  0.08 V: b = 23.9 mV/dec, X3 = 1.000, coverage before step 3 = 4.951e-04
  0.35 V: b = 118.0 mV/dec, X3 = 0.997, coverage before step 3 = 9.958e-01
porous layer: n=2, D=1e-07 cm2/s, L=50 um, c=10 mM
  film coefficient 0.01 cm/s, k0=1e-05 1/s, j_L=19.30 mA/cm2
eta(V) phi j(mA/cm2) j/j_L b_layer b_total(mV/dec)
0.05 0.132 6.716e-04 0.0000 59.5 59.5
0.15 0.926 2.602e-02 0.0013 74.1 74.2
0.22 3.617 1.384e-01 0.0072 117.1 117.9
0.25 6.485 2.471e-01 0.0128 118.3 119.8
0.28 11.627 4.385e-01 0.0227 118.3 121.1
0.34 37.374 1.342e+00 0.0696 118.3 127.2
fit 0.22-0.34 V: b = 121.4 mV/dec over 0.99 decades, largest misfit 0.70 mV
j(L)/j(L/2): 1.991 at 0.05 V, 1.000 at 0.28 V
flat electrode with film: j/j_L and local slope (mV/dec)
  0.1  65.7
  0.4  98.6
  0.5  118.3
  0.6  147.9
\end{verbatim}
